# Van der Waals pressure across a flat air gap from pairwise attractions

An air gap between two neighbouring interconnect lines lowers the capacitance because vacuum replaces a solid dielectric. It also removes the material that held the two walls apart. Even if the walls carry no charge, their atoms attract one another through correlated fluctuations of their electric dipoles, and this attraction tends to close the gap. The mechanical question treated here is how large a pressure this attraction alone exerts on uncharged walls, and how quickly it grows as the gap is made narrower.

Consider the simplest geometry. Two homogeneous bodies with flat, parallel surfaces fill the half-spaces on either side of a vacuum gap of width $d$. Their atoms have number densities $n_1$ and $n_2$. One atom from each body, at distance $r$, has the interaction energy

$$
w(r)=-\frac{C}{r^6},\qquad C>0 ,
$$

which is zero at infinite separation. Three assumptions enter here. The energy of the whole system is taken as the sum of these pair energies. The atoms are replaced by a continuous density, which requires a gap much wider than the atomic spacing. The inverse sixth power is the nonretarded form of the attraction: the field of one fluctuating dipole must reach the other atom and return before the dipole has changed appreciably. For a dominant excitation frequency $\omega$, the phase accumulated on the way out and back across the gap is $2\omega d/c$, and this must be much smaller than one. Interactions between atoms of the same body are left out, since they do not change when rigid bodies are moved apart.

The force can be summed directly. Let a pair have separation $Z$ normal to the surfaces and $\rho$ parallel to them, so that $r^2=\rho^2+Z^2$. The attractive force has magnitude $dw/dr=6C/r^7$. Its normal component carries the factor $Z/r$ and is

$$
f_\perp=\frac{6C}{r^7}\,\frac{Z}{r}=\frac{6CZ}{(\rho^2+Z^2)^4}.
$$

It is counted positive when it pulls the bodies together. The parallel components cancel, because for every atom displaced by a lateral vector there is an equal amount of matter displaced by the opposite vector.

Now fix one atom and sum over a thin sheet of the other body at normal separation $Z$. A ring of radius $\rho$ has area $2\pi\rho\,d\rho$. With $s=\rho^2+Z^2$ and $ds=2\rho\,d\rho$, the force per unit areal density of the sheet is

$$
\int_0^\infty \frac{6CZ}{(\rho^2+Z^2)^4}\,2\pi\rho\,d\rho
=6\pi CZ\int_{Z^2}^{\infty}\frac{ds}{s^4}
=6\pi CZ\,\frac{1}{3Z^6}
=\frac{2\pi C}{Z^5}.
$$

If the atom is at height $h$ above the surface of body 2, a sheet at depth $z_2$ has areal density $n_2\,dz_2$ and separation $Z=h+z_2$. The whole half-space therefore pulls the atom with the force

$$
f(h)=n_2\int_0^\infty\frac{2\pi C}{(h+z_2)^5}\,dz_2
=2\pi Cn_2\,\frac{1}{4h^4}
=\frac{\pi Cn_2}{2h^4}.
$$

Body 1 contains $n_1\,dh$ atoms per unit area between heights $h$ and $h+dh$, and its nearest surface is at $h=d$. The total attraction per unit area is

$$
P(d)=n_1\int_d^\infty\frac{\pi Cn_2}{2h^4}\,dh
=\frac{\pi Cn_1n_2}{2}\,\frac{1}{3d^3}
=\frac{\pi Cn_1n_2}{6d^3}.
$$

The material enters through one combination, the Hamaker constant,

$$
A=\pi^2Cn_1n_2 .
$$

Since $\pi Cn_1n_2=A/\pi$, the pressure becomes

$$
P(d)=\frac{A}{6\pi d^3}.
$$

The change from an inverse seventh power for the pair force to an inverse third power for the pressure has a geometrical origin. Two lateral integrations and one depth integration, for a given atom, raise the power by three, and the second depth integration raises it by one more. Halving the gap multiplies the pressure by eight.

The energy gives the same result and fixes the sign. Let $u(h)$ be the energy of one atom above body 2. The attraction points towards smaller $h$, so $f=du/dh$. With $u$ zero at infinity,

$$
u(h)=-\int_h^\infty f(h')\,dh'
=-\frac{\pi Cn_2}{6h^3}.
$$

Summing over the atoms of body 1 gives the energy per unit area

$$
E(d)=n_1\int_d^\infty u(h)\,dh
=-\frac{\pi Cn_1n_2}{6}\,\frac{1}{2d^2}
=-\frac{A}{12\pi d^2}.
$$

Its derivative is $dE/dd=A/(6\pi d^3)$, which is positive. Energy must be supplied to open the gap, so the force acts to close it, and the attractive pressure is $P=dE/dd$. If pressure were counted positive when it pushed the walls apart, the same physical result would carry a minus sign.

Both laws were tested by numerical integration of the original pair force and pair energy over the two depths and the lateral plane, at two gap widths. The largest relative deviation of the integrated pressure from $A/(6\pi d^3)$ was $1.4\times10^{-9}$. The slope of the separately integrated energy was also tested against the integrated pressure.

A real wall has a finite thickness. Suppose first that body 1 is a slab of thickness $t$ while body 2 remains a half-space. The integral over $h$ then stops at $d+t$, and

$$
P=\frac{A}{6\pi}\left[\frac{1}{d^3}-\frac{1}{(d+t)^3}\right].
$$

For $t=d$ the bracket is $7/8$ of its half-space value. Within this model, seven eighths of the pressure thus comes from a surface layer as thick as the gap is wide. A liner this thick on the wall of an air gap can therefore matter more than the bulk material behind it. A thin liner need not: the share of the surface layer falls to one half when $(1+t/d)^3=2$, or $t\approx0.26\,d$.

If both walls have thickness $t$, both depth integrals are finite. The inner one gives

$$
\int_0^t\frac{dz_2}{(d+z_1+z_2)^5}
=\frac14\left[\frac{1}{(d+z_1)^4}-\frac{1}{(d+t+z_1)^4}\right].
$$

Integrating each term over $z_1$ from $0$ to $t$ gives

$$
\frac1{12}\left[\frac1{d^3}-\frac1{(d+t)^3}
-\frac1{(d+t)^3}+\frac1{(d+2t)^3}\right].
$$

The prefactor is $2\pi Cn_1n_2=2A/\pi$, so

$$
P_t=\frac{A}{6\pi}\left[\frac1{d^3}-\frac2{(d+t)^3}+\frac1{(d+2t)^3}\right].
$$

This formula was tested by integration over finite depths for walls thinner and thicker than the gap. For $t\gg d$, the last two terms contribute $-2/t^3+1/(8t^3)$ to leading order, and

$$
\frac{P_t}{P}\simeq1-\frac{15}{8}\left(\frac dt\right)^3 .
$$

In the opposite limit, $t\ll d$, the bracket is the second difference of the function $x^{-3}$ with step $t$. To leading order it equals $t^2$ times the second derivative, $12/d^5$. Hence

$$
P_t\simeq\frac{A}{6\pi}\,\frac{12t^2}{d^5}=\frac{2At^2}{\pi d^5}.
$$

Within the pair-sum model, thin membranes therefore attract with an inverse fifth power, as the sheet calculation already implied. This power need not hold for thin conducting sheets, where charge can move collectively over distances comparable with the gap. The inverse cube belongs to walls that are thick compared with the gap.

The range of distances that contribute also bears on retardation, since some pairs are much farther apart than $d$. To find their share, note that the depths $z_1$ and $z_2$ enter through $Z=d+z_1+z_2$. The pairs of depths with separation between $Z$ and $Z+dZ$ occupy an area $(Z-d)\,dZ$ in the plane of $z_1$ and $z_2$. Consider pairs with $r>L$, where $L\geq d$. If $Z>L$, every lateral distance counts and the lateral integral is $2\pi C/Z^5$. If $Z<L$, the integral over $s$ starts at $L^2$ and gives $2\pi CZ/L^6$. The contribution of distant pairs, divided by the total $2\pi Cn_1n_2/(12d^3)$, is

$$
S(L)=12d^3\left[\int_L^\infty\frac{Z-d}{Z^5}\,dZ
+\frac1{L^6}\int_d^L(Z-d)Z\,dZ\right].
$$

The two integrals are

$$
\frac1{3L^3}-\frac d{4L^4}
\qquad\text{and}\qquad
\frac{L^3}{3}-\frac{dL^2}{2}+\frac{d^3}{6},
$$

and therefore

$$
S(L)=8\left(\frac dL\right)^3-9\left(\frac dL\right)^4
+2\left(\frac dL\right)^6 .
$$

At $L=d$ this is one, as it must be. At $L=2d$ it is still about $0.47$, while at $L=10d$ it has fallen to about $0.007$. The pressure is thus governed by pairs separated by a few gap widths, and the phase $2\omega r/c$ should be small for these pairs too. That is why $2\omega d/c$ must be well below one, and not merely below one.

The continuum assumption can be examined in the same way. Let both walls be simple cubic crystals with spacing $a$, density $n=1/a^3$, and atomic planes parallel to the surface. Each surface is defined to lie $a/2$ outside its outermost atomic plane, so that every plane sits in the middle of a layer of thickness $a$. The planes have depths $(i+\tfrac12)a$ and $(j+\tfrac12)a$, with $i,j=0,1,2,\ldots$, and their separation is $d+ma$ with $m=i+j+1$. There are $m$ pairs of planes for each $m$. Treating each plane as a uniform sheet of areal density $na$ gives

$$
P_{\rm lat}=2\pi Cn^2a^2\sum_{m=1}^\infty g(m),
\qquad g(m)=\frac{m}{(d+ma)^5}.
$$

The replacement of a plane by a sheet was tested by a direct sum over atoms at the smallest plane separation needed below, for two lateral positions of the opposite atom. The sums agreed with the sheet result to within a relative tolerance of $10^{-7}$.

To compare the sum with an integral, integrate by parts twice on one interval:

$$
\int_0^1 g(m+s)\,ds=\frac{g(m)+g(m+1)}2
-\frac12\int_0^1s(1-s)\,g''(m+s)\,ds .
$$

The mean of $s(1-s)$ is $1/6$. Replacing it by this mean and adding all intervals, with $g(0)=0$ and $g'(\infty)=0$, gives

$$
\int_0^\infty g\,dm\simeq\sum_{m=1}^\infty g(m)+\frac{g'(0)}{12},
\qquad g'(0)=\frac1{d^5}.
$$

The neglected part, $s(1-s)-1/6$, has zero mean and is symmetric about $s=1/2$. Its integral from $0$ to $s$ therefore vanishes at both ends and is antisymmetric, so that this integral also has zero mean. Two further integrations by parts then leave no boundary terms and bring in $g''''$. Since $g$ varies over a range of order $d/a$ in $m$, the remainder is smaller than the integral of $g$ by a factor of order $(a/d)^4$.

The integral itself follows from $x=ma$:

$$
\int_0^\infty g\,dm=\frac1{a^2}\int_0^\infty\frac{x\,dx}{(d+x)^5}
=\frac1{a^2}\left[\frac1{3d^3}-\frac{d}{4d^4}\right]
=\frac1{12a^2d^3},
$$

where $x$ was written as $(d+x)-d$. Multiplied by $2\pi Cn^2a^2$, this is the continuum pressure. The correction relative to it is $-(1/12d^5)(12a^2d^3)$, so

$$
\frac{P_{\rm lat}}P=1-\left(\frac ad\right)^2
+O\!\left[\left(\frac ad\right)^4\right].
$$

The absence of a first-order term depends on where the surface is placed. If the gap is instead measured between the outermost atomic planes, its width is $D=d+a$, and

$$
\frac1{d^3}=\frac1{(D-a)^3}\simeq\frac1{D^3}\left(1+\frac{3a}{D}\right).
$$

Using $D$ in the continuum law would then underestimate the pressure already at first order in $a/D$. For a narrow gap, a quoted pressure has a definite meaning once the surface has been defined.

A numerical case shows the sizes involved. Take round model parameters that stand for no particular material: $C=5\times10^{-5}\ \mathrm{eV\,nm^6}$, $n_1=n_2=50\ \mathrm{nm^{-3}}$, and a gap $d=2\ \mathrm{nm}$ between flat walls. The Hamaker constant is

$$
A=\pi^2(5\times10^{-5})(50)^2\ \mathrm{eV}
=1.234\ \mathrm{eV}=1.977\times10^{-19}\ \mathrm J .
$$

One atom at height $2\ \mathrm{nm}$ above a wall has the energy

$$
u=-\frac{\pi(5\times10^{-5})(50)}{6(2)^3}\ \mathrm{eV}
=-1.64\times10^{-4}\ \mathrm{eV},
$$

and is pulled with $f=-3u/h=2.45\times10^{-4}\ \mathrm{eV/nm}$. These are small quantities, but a wall contains many atoms. The pressure is

$$
P=\frac{1.234}{6\pi(2)^3}\ \mathrm{eV/nm^3}
=8.18\times10^{-3}\ \mathrm{eV/nm^3}=1.31\times10^3\ \mathrm{kPa},
$$

roughly thirteen times atmospheric pressure. The energy per area is $-1.234/[12\pi(2)^2]=-8.18\times10^{-3}\ \mathrm{eV/nm^2}$, or $-1.31\ \mathrm{mJ/m^2}$. Its magnitude in these units has the same digits as the pressure because $P=-2E/d$ and the gap happens to be $2\ \mathrm{nm}$.

For walls $20\ \mathrm{nm}$ thick, the finite-wall formula gives

$$
\frac{P_t}{P}=1-2\left(\frac2{22}\right)^3+\left(\frac2{42}\right)^3=0.9986 .
$$

The half-space law is thus too large by about $0.14$ per cent of its own value, and the thickness is unimportant here.

At gaps of $1$, $2$, $4$ and $10\ \mathrm{nm}$ the law gives $1.05\times10^4$, $1.31\times10^3$, $164$ and $10.5\ \mathrm{kPa}$. For simple cubic walls of the same density, $a=0.271\ \mathrm{nm}$, and the layer sums are $0.933$, $0.982$, $0.995$ and $0.999$ times these values. The estimate $1-(a/d)^2$ gives $0.926$ at $1\ \mathrm{nm}$ and agrees with the sum to three digits at $2\ \mathrm{nm}$. The discrepancy falls from about $0.007$ to $0.0005$ between these gaps, close to the factor of sixteen expected of a fourth-order remainder. Graininess thus limits the law at the narrow end.

Retardation limits it at the wide end. For a chosen excitation energy $\hbar\omega=10\ \mathrm{eV}$, the phase $2\omega d/c$ is $0.10$, $0.20$, $0.41$ and $1.01$ at the four gaps. At $10\ \mathrm{nm}$ the nonretarded assumption has lost its justification, and $10.5\ \mathrm{kPa}$ is a formal value of the formula, not a prediction. The present derivation does not supply the size of the correction. For atoms with this single excitation energy, the retarded (Casimir–Polder) pair interaction, summed in the same way, lowers the pressure by about $0.4$, $1.2$, $4$ and $13$ per cent at the four gaps. Retardation is thus already comparable with graininess at $2\ \mathrm{nm}$ and exceeds it at $4\ \mathrm{nm}$. The complete numerical output follows the text.

Pair additivity is a separate limitation, which no choice of gap removes. In a dense solid, a fluctuating dipole also polarizes the neighbours of the atom it acts on, and their fields alter the response. A value of $A$ built from the $C$ of free atoms is therefore an estimate. If the model atoms above are given one oscillator at $10\ \mathrm{eV}$ and the walls a Clausius–Mossotti permittivity, nonretarded continuum (Lifshitz) theory yields $A\approx0.89\ \mathrm{eV}$ instead of $1.23\ \mathrm{eV}$, a larger shift than graininess or retardation produces at the four gaps listed. The power of $d$ is more robust than the coefficient. Suppose the walls respond locally, through a permittivity that depends on frequency alone, and retardation is negligible. Two half-spaces then offer no length except $d$, so an energy per area must be some energy divided by $d^2$, and its derivative varies as $1/d^3$. The form $A/(6\pi d^3)$ can be kept, with $A$ determined by the response of the solids instead of by the pair sum.

Whether a gap stays open depends on the stiffness of the walls as well as on the pressure. Let their separation without attraction be $d_0$, and let the elastic restoring pressure be $k(d_0-d)$, with the surfaces remaining flat and parallel. Equilibrium requires

$$
k(d_0-d)=\frac{A}{6\pi d^3}
\quad\Longrightarrow\quad
d^3(d_0-d)=\frac{A}{6\pi k}.
$$

The left side of the second equation vanishes at $d=0$ and at $d=d_0$. Its derivative, $d^2(3d_0-4d)$, vanishes between them at $d=3d_0/4$, where the maximum is $27d_0^4/256$. An equilibrium therefore exists if

$$
k\geq\frac{256}{27}\,\frac{P(d_0)}{d_0},
\qquad P(d_0)=\frac{A}{6\pi d_0^3}.
$$

When the inequality is strict there are two equilibria. At the wider one, a small closure raises the elastic pressure faster than the attraction, and the walls return. At the narrower one the attraction grows faster, and the walls run together until short-range repulsion, which is absent from this model, stops them. In this model a softer wall has no equilibrium at any finite gap. For walls much thicker than the gap, and gaps narrow enough for retardation to be neglected, $P(d_0)/d_0$ varies as $1/d_0^4$, and halving the designed gap raises the required stiffness per area sixteenfold. Interconnect gaps of ten nanometres or more, between walls about as thick as the gap, lie outside these limits, and the factor of sixteen should not be carried over to them. The rule also assumes uncharged walls. A voltage $V$ across the vacuum gap adds the attraction $\varepsilon_0V^2/(2d^2)$, which equals the model pressure above at about $1.1\ \mathrm V$ for a gap of $2\ \mathrm{nm}$ and about $0.5\ \mathrm V$ for $10\ \mathrm{nm}$, so between biased lines it cannot be left out.

## Computed values

```
pair coefficient C = 5.0e-05 eV nm^6
number density n, both walls = 50.0 nm^-3
main gap d = 2.0 nm
wall thickness t = 20.0 nm
chosen excitation energy = 10.0 eV
lattice spacing a = 0.2714 nm
Hamaker constant A = 1.2337 eV
Hamaker constant A = 1.9766e-19 J
atom-wall energy at height d = -1.6362e-04 eV
atom-wall attraction at height d = 2.4544e-04 eV/nm
energy per area at d = -8.1812e-03 eV/nm^2
energy per area at d = -1.3108 mJ/m^2
attractive pressure at d = 8.1812e-03 eV/nm^3
attractive pressure at d = 1310.78 kPa
finite-wall pressure / half-space pressure = 0.99861 (no unit)
largest relative quadrature error of pressure law = 1.4e-09 (no unit)
gap 1.0 nm: pressure = 10486.22 kPa
gap 1.0 nm: lattice/continuum pressure = 0.93337 (no unit)
gap 1.0 nm: 1-(a/d)^2 = 0.92632 (no unit)
gap 1.0 nm: 2 omega d/c = 0.101 (no unit)
gap 2.0 nm: pressure = 1310.78 kPa
gap 2.0 nm: lattice/continuum pressure = 0.98207 (no unit)
gap 2.0 nm: 1-(a/d)^2 = 0.98158 (no unit)
gap 2.0 nm: 2 omega d/c = 0.203 (no unit)
gap 4.0 nm: pressure = 163.85 kPa
gap 4.0 nm: lattice/continuum pressure = 0.99543 (no unit)
gap 4.0 nm: 1-(a/d)^2 = 0.99539 (no unit)
gap 4.0 nm: 2 omega d/c = 0.405 (no unit)
gap 10.0 nm: pressure = 10.49 kPa
gap 10.0 nm: lattice/continuum pressure = 0.99926 (no unit)
gap 10.0 nm: 1-(a/d)^2 = 0.99926 (no unit)
gap 10.0 nm: 2 omega d/c = 1.014 (no unit)
```
